\section*{Heating of a diamond surface by recombination of atomic hydrogen}

\section{A beam that sticks}

Let a beam of hydrogen atoms strike a diamond surface head-on. All the atoms have speed $v$, their density is $n$, and every one of them is lost by becoming part of an H$_2$ molecule. In a time $t$ the atoms within a distance $vt$ of the surface arrive, so the number arriving per unit area and time is $nv$. Making one molecule from two free atoms releases the dissociation energy $D_0$, so each atom brings $D_0/2$. If the diamond keeps that energy, its heating per unit area is
\begin{equation}
q_{\rm beam}=nv\,\frac{D_0}{2}.
\end{equation}

Take $n=10^{15}\ \mathrm{cm^{-3}}$ and $v=5.0\times10^5$ cm/s, which is about the mean speed of hydrogen atoms at 1200 K. With $D_0/2=2.23$ eV, or $3.57\times10^{-19}$ J,
\begin{equation}
q_{\rm beam}\approx(5.0\times10^{20})(3.57\times10^{-19})
\approx 180\ \mathrm{W/cm^2}.
\end{equation}

A gas differs from this beam in two ways. Its atoms move in all directions, which lowers the arrival rate at a given density and mean speed by a factor of four. At a growing diamond surface most arriving atoms also return to the gas; let a fraction $\gamma=0.1$ be lost. The estimate becomes
\begin{equation}
q\approx\frac{180}{4}\times0.1\approx4.5\ \mathrm{W/cm^2}.
\end{equation}

The factor of four, the energy per atom and the meaning of $n$ each need a derivation. The last matters most. Here $n$ is the density of atoms at the surface. If the same density is found several millimetres away, the heating can be several times smaller, and in a gas of uniform temperature more than ten times smaller.

\section{The arrival rate}

Let the gas near the surface have temperature $T$ and a Maxwell distribution of velocities. With $a=m/(2kT)$, where $m$ is the mass of the hydrogen atom, the normalized distribution is
\begin{equation}
f(v)=\left(\frac{a}{\pi}\right)^{3/2}e^{-av^2}.
\end{equation}
The volume element in velocity space, integrated over directions, is $4\pi v^2\,dv$. The mean speed is therefore
\begin{align}
\bar v&=4\pi\int_0^\infty v^3f(v)\,dv
=4\pi\left(\frac{a}{\pi}\right)^{3/2}\frac{1}{2a^2}\nonumber\\
&=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}}.
\end{align}

An atom moving at angle $\theta$ to the inward normal approaches the surface with speed $v\cos\theta$. Only directions with $0\le\theta<\pi/2$ lead to the surface. With $c=\cos\theta$, the arrival rate is
\begin{align}
\Gamma&=n\int_0^\infty dv\int_0^1dc\;2\pi v^2f(v)\,vc\nonumber\\
&=n\pi\int_0^\infty v^3f(v)\,dv=\frac{n\bar v}{4}.
\label{eq:flux}
\end{align}
One factor of two arises because half the atoms move away. The other is the average of $\cos\theta$ over the half that approach.

At 1200 K, $kT=0.1034$ eV $=1.657\times10^{-20}$ J. With $m=1.6735\times10^{-27}$ kg,
\begin{equation}
\bar v=\sqrt{\frac{8(1.657\times10^{-20})}
{\pi(1.6735\times10^{-27})}}=5021\ \mathrm{m/s},
\end{equation}
and
\begin{equation}
\Gamma=\frac{10^{15}\times5.021\times10^5}{4}
=1.255\times10^{20}\ \mathrm{cm^{-2}\,s^{-1}}.
\end{equation}
One tenth of these atoms, $1.255\times10^{19}\ \mathrm{cm^{-2}\,s^{-1}}$, are lost.

\section{Why each lost atom brings half a bond}

Recombination on diamond can proceed in two steps. A gas atom first removes a hydrogen atom bound to surface carbon and leaves an open site. A later gas atom fills the site:
\begin{align}
\mathrm{H+C_sH}&\rightarrow\mathrm{C_s+H_2},
&\text{energy released}&=D_0-D_{\rm CH},\\
\mathrm{H+C_s}&\rightarrow\mathrm{C_sH},
&\text{energy released}&=D_{\rm CH}.
\end{align}
Here $\mathrm{C_s}$ is a surface carbon atom with an open bond and $D_{\rm CH}$ is the energy needed to break its bond to hydrogen. The first step breaks that bond and forms H$_2$; the second restores it. Their sum is $D_0$, whatever the value of $D_{\rm CH}$.

The same steps give the loss probability. Let $p_{\rm abs}$ be the probability that an impact on a bonded site removes its hydrogen, and $p_{\rm add}$ the probability that an impact on an open site fills it. If a fraction $\vartheta$ of sites is bonded, a steady surface requires equal rates of removal and filling:
\begin{equation}
\vartheta p_{\rm abs}=(1-\vartheta)p_{\rm add},
\qquad
\vartheta=\frac{p_{\rm add}}{p_{\rm abs}+p_{\rm add}}.
\end{equation}
Both events consume one gas atom, so
\begin{equation}
\gamma=\vartheta p_{\rm abs}+(1-\vartheta)p_{\rm add}
=\frac{2p_{\rm abs}p_{\rm add}}{p_{\rm abs}+p_{\rm add}}.
\label{eq:gamma}
\end{equation}
The two terms are equal, and each is $\gamma/2$. The mean energy released per impact is then
\begin{equation}
\frac{\gamma}{2}(D_0-D_{\rm CH})+\frac{\gamma}{2}D_{\rm CH}
=\gamma\frac{D_0}{2}.
\end{equation}

As an illustration, take the rough value $p_{\rm add}=0.6$. Inverting Eq.~(\ref{eq:gamma}) gives
\begin{equation}
\frac1{p_{\rm abs}}=\frac2\gamma-\frac1{p_{\rm add}}
=20-1.67=18.33,
\end{equation}
so $p_{\rm abs}=0.0545$ and $\vartheta=0.917$. Most sites carry hydrogen, and removal is the slow step. When $p_{\rm abs}\ll p_{\rm add}$, Eq.~(\ref{eq:gamma}) reduces to $\gamma\approx2p_{\rm abs}$: each removal soon costs the gas a second atom.

This model omits thermal desorption and the reverse reactions. The reverse of the first step, in which H$_2$ fills an open site and frees an atom, matters when atoms are scarce beside H$_2$. At 30 Torr and 1200 K, a rough detailed-balance estimate with $D_{\rm CH}=4.1$ eV lowers $\gamma$ from 0.1 to about 0.095 at $n=10^{15}\ \mathrm{cm^{-3}}$ and to about 0.07 at $10^{14}\ \mathrm{cm^{-3}}$; a stronger surface bond lowers it more. The energy $D_0/2$ is less dependent on the mechanism: any route that turns two gas atoms into H$_2$ and returns the surface to its initial state releases $D_0$. Atoms that end in hydrocarbons instead need a different energy balance.

\section{The bond energy of H$_2$}

The dissociation energy is the depth $D_e$ of the molecular potential less the zero-point energy $E_{\rm zp}$, which the molecule has even in its lowest level:
\begin{equation}
D_0=D_e-E_{\rm zp}.
\end{equation}
The depth was calculated by coupled cluster theory with single and double excitations. H$_2$ has two electrons, so no higher excitations exist and the method is complete within a given orbital basis. The cc-pVTZ basis gives $D_e=4.700$ eV at its equilibrium distance of 1.403 bohr. The larger cc-pVQZ basis, at the same distance, gives 4.732 eV.

For the zero-point energy, the cc-pVTZ potential was calculated at 14 distances between 0.6 and 3.6 bohr and interpolated. Solving the radial Schr\"odinger equation on a grid, with reduced mass $m/2$, gives $E_{\rm zp}=0.271$ eV; a cc-pVQZ potential lowers this by 0.001 eV. Hence
\begin{equation}
D_0\approx4.73-0.27=4.46\ \mathrm{eV},
\qquad \frac{D_0}{2}=2.23\ \mathrm{eV}.
\end{equation}
Extrapolating the correlation energy to an infinite basis would raise $D_e$ by about 0.02 eV and $D_0/2$ by about 0.01 eV. This shift and small relativistic and non-adiabatic terms are left out. Enlarging the basis changed the depth by 0.03 eV, less than one per cent of $D_0$, which is minor beside the uncertainty of a typical loss probability.

\section{The heating and how it scales}

Multiplying the arrival rate, the loss probability and the energy per lost atom gives
\begin{equation}
\boxed{q=\gamma\,\frac{n\bar v}{4}\,\frac{D_0}{2}}
\label{eq:q}
\end{equation}
and, for the example,
\begin{align}
q&=(1.255\times10^{19})(2.231)(1.602\times10^{-19})\nonumber\\
&=4.49\ \mathrm{W/cm^2}=44.9\ \mathrm{kW/m^2}.
\end{align}
The rough inputs justify quoting about $4.5\ \mathrm{W/cm^2}$.

At fixed density and loss probability, $q$ varies as $\sqrt T$ through the mean speed. At fixed partial pressure $p_{\rm H}$ the density is $n=p_{\rm H}/(kT)$, so $q$ varies as $1/\sqrt T$: the loss of density outweighs the gain in speed. In practice $\gamma$ may also depend on surface temperature, and neither scaling includes that dependence.

\section{Thermal energy and depletion}

\subsection{Thermal energy of the atoms and molecules}

Fast atoms reach a surface more often than slow ones, so the mean energy of an arriving atom exceeds the gas average $3kT/2$. Weighting the kinetic energy by the arrival rate gives
\begin{equation}
\frac{\displaystyle\int_0^\infty\tfrac12mv^2\,v^3e^{-av^2}dv}
{\displaystyle\int_0^\infty v^3e^{-av^2}dv}
=\frac m2\,\frac{1/a^3}{1/(2a^2)}=\frac ma=2kT.
\end{equation}
Let gas and surface have the same temperature, and let departing particles be in thermal balance with the surface. If the arriving atoms have a Maxwell distribution, those that return to the gas take away on average what they brought. A departing H$_2$ molecule carries $2kT$ of translational energy and a mean rotational and vibrational energy $e_{\rm int}$. Half a molecule leaves for each lost atom, so the extra energy left behind is
\begin{equation}
\Delta e=2kT-\frac{2kT+e_{\rm int}}2
=kT-\frac{e_{\rm int}}2.
\end{equation}
A Boltzmann sum over the calculated levels of H$_2$, with nuclear-spin weights 3 for odd and 1 for even rotational levels, gives $e_{\rm int}=0.107$ eV. Thus
\begin{equation}
\Delta e=0.103-0.053=0.050\ \mathrm{eV},
\end{equation}
which is 2.2\% of $D_0/2$. The chemical energy dominates because $kT$ is small beside it.

\subsection{Missing atoms in the returning stream}

Equation~(\ref{eq:flux}) assumes a full Maxwell distribution at the surface. Loss removes part of its outgoing half. Let $n_{\rm in}$ be the density of the full distribution that would supply the arriving atoms. The arriving half contributes $n_{\rm in}/2$ to the density, and the returning half contributes $(1-\gamma)n_{\rm in}/2$. The actual density is
\begin{equation}
n=\frac{n_{\rm in}}2+\frac{(1-\gamma)n_{\rm in}}2
=n_{\rm in}\left(1-\frac\gamma2\right).
\end{equation}
Since $\Gamma=n_{\rm in}\bar v/4$,
\begin{equation}
\Gamma=\frac{n\bar v}{4}\,\frac1{1-\gamma/2}.
\label{eq:depletion}
\end{equation}
For $\gamma=0.1$ the factor is 1.053. For $\gamma=1$ this estimate gives 2, since the density at the surface then consists of arriving atoms alone.

The arriving half is itself distorted, slightly at $\gamma=0.1$ but strongly at $\gamma=1$, because density rises away from an absorbing surface. A model with collisions shows by how much. Let $x$ be position along the normal, $u$ the velocity along it, $F(x,u)$ the density of atoms per unit of $u$, $M(u)$ the normalized Maxwell distribution of $u$, and $\nu$ a constant collision rate:
\begin{equation}
u\frac{\partial F}{\partial x}=\nu\,[n(x)M(u)-F].
\end{equation}
Collisions thus restore the Maxwell distribution without changing the density. This equation was solved numerically for a layer 20 collision lengths thick, with a Maxwellian supply at the far face and a surface that returns a fraction $1-\gamma$ of the atoms with a Maxwell distribution. A collision length here is $v_T/\nu$, with $v_T=\sqrt{kT/m}$. For $\gamma=0.1$ the arrival factor is 1.064.

The sign of the difference follows from the equation. To first order in the density gradient, atoms arriving with normal speed $|u|$ reflect the density a distance $|u|/\nu$ from the surface. That density is higher for faster atoms. The arriving stream is therefore weighted toward high normal speeds, and a given density supplies a larger flux.

The faster stream also brings more energy. In this model the excess is about 2.7\% of $kT$ per arriving atom. Only one arrival in ten is lost, so this amounts to about 0.03 eV per lost atom, and the thermal correction grows from 2.2\% to about 3.5\%. This excess depends on the constant collision rate: with a free path independent of speed it vanishes, while the arrival factor remains about 1.06. Applying the arrival factor and this thermal correction together raises the estimate to
\begin{equation}
4.49\times1.064\times1.035\approx4.9\ \mathrm{W/cm^2}.
\end{equation}

\section{Where the density is measured}

Atoms lost at the surface must be replaced from the gas. Suppose they diffuse through a layer of thickness $L$ with a constant diffusion coefficient $D$, and that no atoms are made or lost inside it. Let $n_{\rm far}$ be the density at its outer edge. In a steady state the diffusive supply equals the surface loss:
\begin{equation}
D\,\frac{n_{\rm far}-n}{L}=\gamma\frac{n\bar v}{4}.
\end{equation}
Multiplying by $L/(Dn)$ and adding one gives
\begin{equation}
\frac{n_{\rm far}}n=1+\frac{\gamma\bar vL}{4D}.
\label{eq:supply}
\end{equation}

For hydrogen atoms in H$_2$ at 30 Torr and 1200 K, take the rough values $D=400\ \mathrm{cm^2/s}$ and $L=5$ mm. Then
\begin{equation}
\frac{n_{\rm far}}n=1+
\frac{0.1(5.021\times10^5)(0.5)}{4(400)}=16.7.
\end{equation}
A surface density of $10^{15}\ \mathrm{cm^{-3}}$ thus needs $1.67\times10^{16}\ \mathrm{cm^{-3}}$ at the outer edge. If instead $10^{15}\ \mathrm{cm^{-3}}$ is the density at the outer edge, and the loss probability is still 0.1, the surface density is 16.7 times smaller and the heating is
\begin{equation}
q=\frac{4.49}{16.7}=0.27\ \mathrm{W/cm^2}.
\end{equation}

When the second term of Eq.~(\ref{eq:supply}) is much larger than one, $n\approx4Dn_{\rm far}/(\gamma\bar vL)$. Substitution into Eq.~(\ref{eq:q}) gives
\begin{equation}
q\approx\frac{Dn_{\rm far}}L\,\frac{D_0}{2}.
\end{equation}
The loss probability has cancelled. A more reactive surface lowers the density beside it until diffusion sets the heating. For $n_{\rm far}=10^{15}\ \mathrm{cm^{-3}}$ this limit is $0.29\ \mathrm{W/cm^2}$, close to the result above.

Diffusion is a suitable description if the layer is many collision lengths thick. In the collision model $D=v_T^2/\nu$, so a collision length is $D/v_T=13\ \mathrm{\mu m}$, far less than 5 mm. Equation~(\ref{eq:supply}) leaves out the depletion factor of Eq.~(\ref{eq:depletion}), which would raise its second term by about 5\%.

\section{Energy that leaves with the molecule}

The diamond need not keep all of $D_0$. The new molecule may depart with energy from the removal step before sharing it with the solid. Filling an open site produces no gas molecule that could carry energy away. Suppose that all of $D_{\rm CH}$ stays in the diamond, and that H$_2$ takes at most the energy released in the removal step. The retained fraction then satisfies
\begin{equation}
\frac{q_{\rm retained}}q\ge\frac{D_{\rm CH}}{D_0}.
\end{equation}
For a rough surface bond energy $D_{\rm CH}=4.1$ eV, the right-hand side is $4.1/4.46=0.92$. The corresponding lower bound on the heating from Eq.~(\ref{eq:q}) is $4.1\ \mathrm{W/cm^2}$. Although $D_{\rm CH}$ cancels from the total energy released, it controls how that energy is divided between the steps. A mechanism that forms H$_2$ from two bound atoms would need a separate bound.

\section{Comparison with radiation and with a reactor}

A black surface at 1200 K radiates
\begin{equation}
\sigma T^4=11.8\ \mathrm{W/cm^2},
\end{equation}
where $\sigma$ is the Stefan--Boltzmann constant. Recombination supplies 38\% of this amount. Consider a black face at 1200 K that loses heat by radiation to cold surroundings and by no other path. If recombination stops while every other heat input is held fixed, its new temperature $T'$ obeys
\begin{equation}
\sigma T'^4=\sigma T^4-q,
\qquad
T'=T\left(1-\frac q{\sigma T^4}\right)^{1/4}.
\end{equation}
With $q/(\sigma T^4)=0.382$, $T'=1064$ K, a fall of 136 K. This is the response of an idealized face. A cooled substrate holder changes it, and a face that emits less than a black body radiates less at the same temperature, so $q$ is then a larger share of its radiative loss.

The parameters lie in the regime of diamond growth in hot-filament and microwave-plasma reactors, where pressures of tens of Torr, surfaces near 1200 K and loss probabilities near 0.1 are rough typical values. At 30 Torr and 1200 K the total gas density is $2.4\times10^{17}\ \mathrm{cm^{-3}}$, so atomic hydrogen makes up 0.41\% of the gas at the surface in this example. Its density varies greatly between reactors, and $q$ follows it in proportion as long as $\gamma$ stays fixed. At densities well below $10^{15}\ \mathrm{cm^{-3}}$ the refilling of open sites by H$_2$ lowers $\gamma$, and $q$ then falls faster than the density. At fixed surface density, a loss probability between 0.05 and 0.2 gives 2.2 to $9.0\ \mathrm{W/cm^2}$ from Eq.~(\ref{eq:q}).

Real reactors break the assumption of equal temperatures, since the activated gas is hotter than the substrate. The arriving atoms had their last collisions close to the surface, however. If the temperature rises evenly by 1000 K across 5 mm, it changes by about 2.5 K over one collision length of $13\ \mathrm{\mu m}$, which barely alters the arrival rate at given surface density. The hot gas does conduct additional heat to the substrate, and this must be added to $q$. It also changes both $D$ and the total gas density across the layer, and diffusion then follows the mole fraction of atoms rather than their density. With the same rise of 1000 K and $D$ growing as $T^{1.7}$, the density ratio falls from 16.7 to about 7. The heating for $10^{15}\ \mathrm{cm^{-3}}$ at the outer edge is then about $0.6\ \mathrm{W/cm^2}$ instead of 0.27. The rough value of $D$ matters too. A Chapman--Enskog estimate with common Lennard-Jones parameters gives about $560\ \mathrm{cm^2/s}$ at 1200 K, 40\% larger. The ratio then falls further, to between 5 and 6, with a heating of about $0.8\ \mathrm{W/cm^2}$; in the gas of uniform temperature it falls from 16.7 to about 12. Thermal diffusion, atom production or recombination within the layer, and bulk flow through it would change that ratio too.

For a given reactor, the density at the surface and the loss probability therefore deserve the most care. With both known and a loss probability near 0.1, the corrections estimated here for thermal energy, depletion and energy retention are each below ten per cent. At a loss probability of 0.2 the depletion correction alone is about 14\%. With the density known several millimetres away, the supply of atoms has to be calculated before Eq.~(\ref{eq:q}) can be used.
